Optimal Pairwise Contraction Order for the Coupled-Cluster Doubles Ladder Term

For the hydrogen fluoride molecule in the 6-31G basis, one term of the coupled-cluster doubles equations takes 207,360,000 passes through its innermost loop when it is programmed as it is written. Grouped differently, the same sum takes 2,880,000 passes, fewer by a factor of 72. No integral has been neglected and no symmetry used. The saving comes from the order in which three tensors are multiplied, and that order can be found by a systematic search.

**The term and its factor**

Let i, j, k, l label occupied spin orbitals, o in number, and a, b, c, d virtual ones, v in number. The term is

R_ij^ab = (1/4) Σ_klcd <kl||cd> t_ij^cd t_kl^ab.

Here <kl||cd> = <kl|cd> − <kl|dc> is an antisymmetrized electron-repulsion integral, and t_ij^ab is the amplitude for exciting two electrons from i, j to a, b. It changes sign when i and j, or a and b, are exchanged. I call the term the hole ladder: the electrons promoted to c, d by one double excitation are brought down again by the interaction, into the holes k, l left by the other.

The factor 1/4 follows from the operators

T2 = (1/4) Σ t_ij^ab a†b†ji,
W = (1/4) Σ <kl||cd> k†l†dc,

where an orbital letter stands for its annihilation operator. The exponential form of the wave function supplies T2²/2, so the prefactors multiply to (1/2)(1/4)³ = 1/128. In the ladder, both operators d, c of W are contracted with one T2, and both operators k†, l† with the other. There are 2 choices of which T2 plays which part, 2 ways to pair the particle operators and 2 ways to pair the hole operators. By antisymmetry all 8 contributions are equal, which leaves

(8/128) Σ <kl||cd> t_ij^cd t_kl^ab a†b†ji = (1/16) Σ <kl||cd> t_ij^cd t_kl^ab a†b†ji.

A doubles operator with coefficients R has the form (1/4) Σ R_ij^ab a†b†ji. Comparison gives R the factor 4/16 = 1/4.

The sign is positive. The operators can be moved in pairs, and passing one pair through another takes four interchanges, hence no net sign. They can thus be collected as (k†l†lk)(dcc†d†)(a†b†)(ji). In the first two groups the contractions are nested and each gives +1 in the reference determinant.

**A case small enough to count by hand**

Take o = 2 and v = 3. The cost of a contraction is counted as the number of passes through its loops, one pass for each combination of values of all indices present. All tensors are treated as dense, and the constant 1/4 is left out of the count.

The direct evaluation computes 2·2·3·3 = 36 elements of R. Each is a sum over k, l, c, d with 36 terms, so the cost is

36 · 36 = 1296 passes.

Much of this work is repeated. The factor t_kl^ab does not depend on c or d and can be taken out of the sum over them:

R_ij^ab = (1/4) Σ_kl t_kl^ab [Σ_cd <kl||cd> t_ij^cd].

The bracket does not contain a or b, yet the direct loop recomputes it for all nine pairs (a,b). Stored once, it is an intermediate with four occupied indices:

W_klij = Σ_cd <kl||cd> t_ij^cd: 16 elements · 9 terms = 144 passes,
R_ij^ab = (1/4) Σ_kl W_klij t_kl^ab: 36 elements · 4 terms = 144 passes.

The total is 288. Alternatively, t_ij^cd does not depend on k or l and can be taken out of the sum over those:

X_cdab = Σ_kl <kl||cd> t_kl^ab: 81 elements · 4 terms = 324 passes,
R_ij^ab = (1/4) Σ_cd X_cdab t_ij^cd: 36 elements · 9 terms = 324 passes.

This total is 648. The third possibility multiplies the two amplitude tensors first. They share no index, so nothing can be summed: the product has 36 · 36 = 1296 elements, and joining it with the integrals runs over all eight indices again. The total is 2592 passes, twice the direct count. The direct loop, however, does two multiplications per pass and a pairwise loop one, so these two procedures need equally many multiplications.

Three factors have just these three pairwise orders, because the order is fixed by the pair joined first. The exhaustive search is complete, and the W order wins.

**The same count for any o and v**

Each sum over an occupied index contributes a factor o and each sum over a virtual index a factor v. The W order loops over k, l, c, d, i, j and then over k, l, i, j, a, b. The X order loops over k, l, c, d, a, b and then over c, d, a, b, i, j. Therefore

N(direct) = o⁴v⁴,
N(W) = o⁴v² + o⁴v² = 2o⁴v²,
N(X) = o²v⁴ + o²v⁴ = 2o²v⁴,
N(amplitudes first) = 2o⁴v⁴.

The ratio of the two useful orders is

N(W)/N(X) = o²/v².

The W order is best for o < v, the X order for o > v, and they tie at o = v. Among pairwise orders carried out by ordinary loops, the reduction from o⁴v⁴ to o⁴v² is thus the best one on the condition o ≤ v. This is not a lower bound for every algorithm: both W steps are matrix products, and two levels of Strassen's scheme, which uses 7 block products in place of 8, would reduce their multiplications by the factor (7/8)², at the price of extra additions. The gain of the W order over the direct loop is

N(direct)/N(W) = o⁴v⁴/(2o⁴v²) = v²/2,

or v² if multiplications are counted. For o > v the gain of the X order is o²/2 in passes.

Two kinds of growth should be kept apart. If the basis is enlarged for a fixed molecule, o stays constant; the direct cost then grows as v⁴, the W cost as v² and the X cost as v⁴. If the molecule is enlarged with a fixed quality of basis, o and v both grow in proportion to its size N. The direct cost then grows as N⁸ and both useful orders as N⁶, so the choice between them changes the prefactor but not the power.

**The general method**

Suppose now that a term is a product of n tensors, summed over some indices. Three conditions define the problem:

1. Tensors are joined two at a time, by ordinary loops over dense arrays.
2. Each index occurs in at least two places, where the output counts as a place. An index found in a single tensor and not in the output can be summed away beforehand.
3. An index is summed in the first join after which no remaining tensor and no output needs it.

The third condition loses nothing. The join in question loops over that index whether or not it is summed there. If it were kept, it would survive in the intermediate and could only multiply the cost of later joins by its dimension, which is at least one.

Let S be a subset of the tensors, already multiplied into one intermediate. The indices it still carries are those that occur inside S and are needed outside:

E(S) = (indices in S) ∩ (indices in the other tensors or in the output).

This set depends on which tensors are in S, not on the order in which they were joined. Joining two disjoint subsets A and B requires a loop over every index carried by either, at the cost

c(A,B) = product of dim(x) over all x in E(A) ∪ E(B).

Let C(S) be the smallest total cost of producing the intermediate for S. Consider a best procedure for S, and let its last join combine A and B. The cost of that join depends on E(A) and E(B) alone. If A had been produced at more than C(A), its part could be replaced by a cheaper one without changing any other cost, and the procedure would not have been the best. The same holds for B. Hence

C(S) = min [C(A) + C(B) + c(A,B)],

where the minimum runs over all ways to split S into two nonempty parts, and C(S) = 0 if S is a single tensor. This recursion is the dynamic program:

1. Compute E(S) for every nonempty subset S.
2. Set C = 0 for the single tensors.
3. Take the larger subsets in order of increasing size. For each, try all splits, and store the lowest cost and the split that gave it.
4. Starting from the full set, follow the stored splits down to the single tensors. They spell out the best order.

For the ladder, write V for the integrals, P for t_ij^cd and H for t_kl^ab. With o = 2 and v = 3 the two-tensor subsets give

E(VP) = {k,l,i,j}, C(VP) = 2⁴·3² = 144,
E(VH) = {c,d,a,b}, C(VH) = 2²·3⁴ = 324,
E(PH) = {i,j,c,d,k,l,a,b}, C(PH) = 2⁴·3⁴ = 1296.

For the full set, the third tensor is joined to each of these:

C(VPH) = min[144 + 144, 324 + 324, 1296 + 1296] = 288.

The stored split is VP with H, and that of VP is V with P. This is the W order found by hand.

**How much searching is needed**

An order of pairwise joins is a binary tree with the n tensors as leaves. A tree with n−1 leaves has n−2 joins, so it has 2n−3 nodes in all. The nth tensor can be attached just above any of these nodes, and every tree with n leaves arises in this way once, since removing the nth tensor recovers the smaller tree. The number of trees is therefore

1 · 3 · 5 · … · (2n−3).

For the dynamic program, each tensor is placed in A, in B or in neither, which gives 3ⁿ assignments. Removing the 2ⁿ with A empty and the 2ⁿ with B empty removes the case of both empty twice, so it is added back once. As the order of A and B is immaterial, the number of splits is

(3ⁿ − 2ⁿ⁺¹ + 1)/2.

For n = 3, 4, 5 and 6 there are 3, 15, 105 and 945 trees, against 6, 25, 90 and 301 splits. At n = 4 there are more splits than trees, but the fair comparison counts joins. Each tree has n−1 of them, so separate evaluation of all trees takes 15 · 3 = 45 join costs at n = 4 and 945 · 5 = 4725 at n = 6. For three tensors both methods evaluate six join costs, and listing the trees is simplest.

**Hydrogen fluoride**

The numbers at the beginning belong to an HF molecule with a chosen bond length of 0.92 Å. All ten electrons are correlated, so o = 10, and the 6-31G basis leaves v = 12 virtual spin orbitals. The counts are

N(direct) = 10⁴ · 12⁴ = 207,360,000,
N(W) = 2 · 10⁴ · 12² = 2,880,000,
N(X) = 2 · 10² · 12⁴ = 4,147,200.

The gain of the W order is 12²/2 = 72, and the X order costs (12/10)² = 1.44 times as much. At eight bytes per number, W_klij occupies 8 · 10⁴ = 80,000 bytes and X_cdab 8 · 12⁴ = 165,888 bytes. Here the faster order also has the smaller intermediate.

To evaluate the term, the integrals were computed with restricted Hartree–Fock orbitals, and the amplitudes were taken from first-order perturbation theory,

t_ij^ab = <ij||ab>/(ε_i + ε_j − ε_a − ε_b),

with real orbitals and orbital energies ε. These are not converged coupled-cluster amplitudes, but the counts do not depend on their values. The amplitudes have no dimension, so R is an energy. The square root of the sum of all its squared elements is 1.889·10⁻²⁰ J. The direct and the W evaluation differ by at most 1.9·10⁻³⁶ J in any element, about 10⁻¹⁶ of that norm: regrouping is an identity, and what remains is of the size of rounding in double precision.

On one processor core, with the same array routine for all three, the direct loop took 0.331 s in a single run. The W order took 0.0028 s and the X order 0.0057 s, each the shortest of three runs. The measured gain of the W order is about 117 instead of 72, and the X order is slower than the W order by a factor of 2.0 instead of 1.44. Pass counts gave the ranking and the rough size of the gain here, but not the times themselves. Differences in memory access and in the work per pass are a plausible cause, which these timings do not isolate. The measured ratios belong to one machine and one storage order of the arrays, and should not be expected to carry over to others.

The same molecule in other basis sets shows the dependence on v at o = 10:

STO-3G, v = 2: X order, 3.200·10³ passes; direct 1.600·10⁵
cc-pVDZ, v = 28: W order, 1.568·10⁷ passes; direct 6.147·10⁹
cc-pVTZ, v = 78: W order, 1.217·10⁸ passes; direct 3.702·10¹¹
cc-pVQZ, v = 160: W order, 5.120·10⁸ passes; direct 6.554·10¹²

The minimal basis reverses the choice, because it has fewer virtual than occupied spin orbitals. There the W order would cost 2 · 10⁴ · 2² = 80,000 passes, 25 times the best value. From cc-pVDZ to cc-pVQZ the W cost rises by (160/28)² ≈ 33 and the direct cost by the square of that, about 1070.

**Using the antisymmetry**

So far each pair of indices has been summed in both orders. Exchanging c and d changes the sign of both <kl||cd> and t_ij^cd, so their product is unchanged, and it vanishes for c = d. The full sum over c and d is therefore twice the sum over c < d. The same argument for k and l gives another factor 2, and together they cancel the 1/4:

R_ij^ab = Σ_(k<l) Σ_(c<d) <kl||cd> t_ij^cd t_kl^ab.

Treat each ordered pair as one index. Let the matrix T have elements t_ij^ab, and the matrix V elements <ij||ab>, with the row given by the pair i<j and the column by the pair a<b. Then

R = T Vᵀ T.

The ladder is a chain of three matrices with dimensions O = o(o−1)/2 and U = v(v−1)/2. Its two groupings (TVᵀ)T and T(VᵀT) are the W and X orders, with costs 2O²U and 2OU². Since O ≤ U when o ≤ v, the condition for the best order is the same as before.

For HF in 6-31G, O = 45 and U = 66, and the best cost is 2 · 45² · 66 = 267,300 passes. This is 10.8 times less than without the pairs. For large o and v the factor tends to 8, because three pair indices are each halved in every join. In this loop count, antisymmetry lowers the prefactor, while the order of contraction sets the powers.

**A case where the shape of the tree matters**

With three tensors, every order adds one tensor at a time to a growing product. With four this is no longer so. Multiply the ladder sum, without its 1/4, by a further amplitude and sum over everything:

S = Σ_ijabklcd <kl||cd> t_ij^cd t_kl^ab t_ij^ab.

Adding one tensor at a time, the best route forms W_klij, then the ladder sum, and finally sums over i, j, a, b:

o⁴v² + o⁴v² + o²v² = 1,440,000 + 1,440,000 + 14,400 = 2,894,400.

The dynamic program finds a different tree. It builds W_klij and, separately, Y_klij = Σ_ab t_ij^ab t_kl^ab, and then multiplies these two intermediates:

o⁴v² + o⁴v² + o⁴ = 1,440,000 + 1,440,000 + 10,000 = 2,890,000.

The saving is just 0.15 percent, but a search confined to adding single tensors cannot find this tree.

**What the result does and does not settle**

The ladder is one of four kinds of term quadratic in T2. Apart from constants and exchanges of the outer indices, the others are

ring: Σ <kl||cd> t_ik^ac t_jl^bd, best cost 2o³v³,
particle line: Σ <kl||cd> t_ij^ac t_kl^bd, best cost 2o²v³,
hole line: Σ <kl||cd> t_ik^ab t_jl^cd, best cost 2o³v².

For HF in 6-31G these are 3,456,000, 345,600 and 288,000 passes. The ring exceeds the ladder by the ratio v/o = 1.2, so for v > o the ladder, once factorized, is not the most expensive quadratic term. The equations also contain the linear term (1/2) Σ_cd <ab||cd> t_ij^cd. It has two factors, hence no order to choose, and needs o²v⁴ passes. It outgrows the 2o⁴v² of the ladder once v > √2·o. HF in 6-31G lies below this point (2,073,600 passes against 2,880,000); in cc-pVDZ the linear term is already about four times the ladder. When v is much larger than o, further work on the ladder gains little.

The search treats each term by itself and does not see work that several terms can share. The linear term (1/2) Σ_kl <kl||ij> t_kl^ab has the same last step as the ladder, and the two can be combined:

(1/2) Σ_kl t_kl^ab [<kl||ij> + (1/2) W_klij].

Evaluated separately they cost 3o⁴v² passes; together they cost 2o⁴v², apart from the addition of o⁴ numbers.

The cost model can also fail. If many elements vanish, as with localized orbitals in a large molecule, products of dimensions overestimate the work, and the best order may change. The HF example is itself not dense: <kl||cd> and t_ij^ab vanish unless the two pairs carry the same spins, which removes 10 of the 16 spin combinations. Antisymmetry and the spatial symmetry of the molecule remove more: with symmetry-adapted orbitals only about 11 percent of the elements are nonzero. The counts given above, and the factor 72, include the passes over these zeros. If products with a zero factor are skipped, the W order still beats the X order here, but its gain over the direct loop falls to about 15. If memory is the limit, an order with few passes may need an intermediate that cannot be stored. A limit on the size of each intermediate is easily included: that size is the product of the dimensions in E(S), which depends on S alone, so proper subsets that are too large are skipped and the recursion otherwise stays as it is. This treats every intermediate as stored whole, and a tight limit may leave no tree at all. An intermediate that carries output indices can sometimes be built in batches instead: the W order run one pair (i,j) at a time still takes 2o⁴v² passes but holds only o² elements of W. The recursion as given does not search over such batching.
